Incoherent Wafer Transmittance and the Bias of the Logarithmic Impurity Ratio, part 2

Some light crosses a polished wafer several times, so comparing a sample with an impurity-free reference gives a simple reading A that exceeds the true impurity absorbance x. Theorem 2 describes this bias. Its part (a) is already proved; the proofs of (b) to (d) follow.

Light falls normally on plane, parallel faces in air. R is the power reflectance of each face, n the refractive index, d the thickness in cm, ν̃ the wavenumber and α the intensity absorption coefficient, both in cm⁻¹. Absorbances αd use natural logarithms: x₀ for the host, x for the impurity, X for the total. Reference and sample share R, d and x₀; T_ref = T(x₀) and T_sample = T(x₀ + x). Define

A = ln(T_ref/T_sample),

q = R² exp(−2x₀).

**Theorem 2.** For 0 < R < 1, x₀ ≥ 0 and x > 0:

(a) A = x + ln{[1 − q exp(−2x)]/(1 − q)}.

(b) As x tends to zero, A/x tends to

F = (1 + q)/(1 − q),

and the next order is A/x = F − 2qx/(1 − q)² + O(x²).

(c) The ratio A/x falls steadily as x grows and satisfies 1 < A/x < F. The excess A − x tends to −ln(1 − q) for large x.

(d) For R = 0.30 and a transparent host, F = 1.198. A weak line is overestimated by about 20 percent of its true absorbance.

**Theorem 1** (intensity averaged over θ):

T(X) = (1 − R)² exp(−X)/[1 − R² exp(−2X)].

**Lemma 2** (monochromatic light; x here is the total absorbance): with ρ = R exp(−x) and θ = 4πν̃nd,

T_coh = (1 − R)² exp(−x)/|1 − ρ exp(iθ)|².

**Lemma 3** (x again total): with b = (1 − R)² and y = exp(−x),

y = 2T/[b + √(b² + 4R²T²)],

and then x = −ln y.

The spectrometer records Fourier components up to path difference L; fringe terms cos(jθ) lie at path difference s = 2njd. A Lorentzian of unit height and full width Γ has components πΓ exp(−πΓs).

**Proof of (b).** Write v = q exp(−2x), so dv/dx = −2v. Differentiating (a),

dA/dx = 1 + 2v/(1 − v) = (1 + v)/(1 − v).

At x = 0, v = q and the slope is F. Since A = 0 there, A/x tends to F. The derivative of (1 + v)/(1 − v) with respect to v is

[(1 − v) + (1 + v)]/(1 − v)² = 2/(1 − v)².

The chain rule therefore gives

d²A/dx² = −4v/(1 − v)².

Taylor's formula at x = 0 yields

A = Fx − 2qx²/(1 − q)² + O(x³),

and division by x proves (b).

**Proof of (c).** The second derivative is negative, so the slope falls as x grows. It starts at F and tends to 1, because v tends to zero. The ratio A/x is the average of the slope between 0 and x, and hence lies between 1 and F. Because the slope is falling, this average exceeds the slope at the end of the interval. Thus A > x dA/dx, and

d(A/x)/dx = (x dA/dx − A)/x² < 0.

For large x, the exponential in (a) vanishes and A − x tends to −ln(1 − q).

**Proof of (d).** For x₀ = 0 and R = 0.30, q = 0.09. Then F = 1.09/0.91 = 1.198. ∎

### Why the factor is a mean number of passes

In the reference, the light emerging after m round trips is proportional to q^m. Since the sum of all q^m is 1/(1 − q), its share of the transmitted beam is (1 − q)q^m. It has made M = 2m + 1 passes. Differentiating Σq^m = 1/(1 − q) with respect to q and multiplying by q gives Σmq^m = q/(1 − q)². The mean number of passes is therefore

⟨M⟩ = 1 + 2(1 − q)q/(1 − q)² = 1 + 2q/(1 − q) = F.

The impurity multiplies each group by exp(−Mx), so

A = −ln⟨exp(−Mx)⟩.

Expanding the exponential gives ⟨exp(−Mx)⟩ = 1 − ⟨M⟩x + ⟨M²⟩x²/2 + O(x³). With ln(1 + z) = z − z²/2 + O(z³), this becomes

A = ⟨M⟩x − [⟨M²⟩ − ⟨M⟩²]x²/2 + O(x³).

The first term counts the mean path. The second contains the variance of the number of passes and is negative because the impurity removes long-path light preferentially. A stronger line thus shortens the mean path of the light that survives.

For a transparent host with R = 0.30, A/x is 1.196 at x = 0.01, 1.146 at x = 0.3 and 1.031 at x = 3. The excess A − x can approach, but not exceed, −ln(0.91) = 0.094. For a strong line this nearly fixed excess is a small fraction of x. For a weak line the excess is far below the limit and nearly proportional to x, so its fraction of x stays close to F − 1.

The dependence on reflectance is strong. For a transparent host F − 1 = 2R²/(1 − R²), which is close to 2R² when R is small. The weak-line excess is 2.0 percent at R = 0.10, 8.3 percent at R = 0.20 and 29.8 percent at R = 0.36. These percentages refer to the true absorbance. Expressed relative to the reading itself, the 19.8 percent excess at R = 0.30 is 0.198/1.198 = 16.5 percent.

### Proposition: averaging logarithms gives a different answer

The order of averaging matters. Suppose the instrument resolves the fringes, and ln T_coh, rather than T_coh, is averaged over a full turn of θ with R and the absorbance fixed. Then the logarithmic difference between reference and sample equals x.

**Proof.** By Lemma 2, at total absorbance X,

ln T_coh = 2 ln(1 − R) − X − ln|1 − ρ exp(iθ)|²,

with ρ = R exp(−X) < 1. The series ln(1 − z) = −Σz^m/m, with m starting at 1, gives

ln|1 − ρ exp(iθ)|² = 2 Re ln[1 − ρ exp(iθ)] = −2Σ(ρ^m/m) cos(mθ).

Each cosine averages to zero. Hence

⟨ln T_coh⟩ = 2 ln(1 − R) − X.

The values of X are x₀ and x₀ + x, so the difference is x. ∎

Averaging intensity first instead gives ln T = ⟨ln T_coh⟩ − ln(1 − ρ²). The added term is positive, and larger for the reference, whose ρ is larger. This unequal offset is the excess A − x. The 20 percent bias thus belongs to a measurement in which the fringes have disappeared before the logarithm is taken. The proposition requires the fringes to be resolved fully, with L beyond several multiples of 2nd. If only the first fringe term is recorded (2nd < L < 4nd), the record is T(1 + 2ρ cos θ), and the average of ln(1 + 2ρ cos θ) is ln{[1 + √(1 − 4ρ²)]/2}, not ln(1 − ρ²). For the wafer of the worked example below, the log average then gives 0.967 cm⁻¹ for an input of 1.000 cm⁻¹, about 3 percent too low.

### Correcting the reading

Lemma 3 removes the bias within the model. Apply it to T_ref and T_sample separately to obtain y_ref and y_sample. Then

α_imp = ln(y_ref/y_sample)/d.

If the thicknesses differ, each −ln y must be divided by its own thickness before subtraction. Dividing the simple reading by F is a shorter correction for a weak line, but it neglects the second-order term in Theorem 2.

### Worked example: interstitial oxygen in silicon

Take an oxygen line centred at 1107 cm⁻¹ with a full width of 32 cm⁻¹. Its peak absorption is set to 1.000 cm⁻¹ and the host absorption to 0.800 cm⁻¹. The wafer is 0.070 cm thick and R = 0.30. These are rough values for silicon at room temperature. They give x = 0.0700, x₀ = 0.0560 and

q = 0.09 exp(−0.112) = 0.0805,

F = 1.0805/0.9195 = 1.175.

Synthetic spectra were computed from the field boundary conditions at both faces, with a Lorentzian line and its accompanying change of refractive index. All Fourier components beyond L = 0.250 cm were then removed. At the line centre this gave T_ref = 0.503856 and T_sample = 0.464483. Theorem 1 gives the same reference value:

T_ref = 0.49 × 0.945539/(1 − 0.09 × 0.945539²) = 0.50386.

The simple reading is

A = ln(0.503856/0.464483) = 0.08137,

A/d = 1.162 cm⁻¹.

It is 16.2 percent above the input. Starting from the ideal 19.8 percent, host absorption lowers the weak-line excess to 17.5 percent, and the finite strength of the line lowers it further. The second-order formula predicts

1.1750 − 2 × 0.08046 × 0.0700/0.91954² = 1.162,

in agreement with the reading.

For the correction, b = 0.49. Lemma 3 gives

y_ref = 1.007712/[0.49 + √(0.2401 + 0.36 × 0.503856²)] = 0.945539,

y_sample = 0.928966/[0.49 + √(0.2401 + 0.36 × 0.464483²)] = 0.881615.

Therefore

α_imp = ln(0.945539/0.881615)/0.070 = 1.000 cm⁻¹.

The input is recovered. Dividing A by F would give 0.06925 instead of 0.07000, about 1 percent too low. Averaging the logarithm of resolved fringes over a small thickness variation gives 0.9999 cm⁻¹, as the proposition leads one to expect.

With a rough calibration factor of 3.1×10¹⁷ cm⁻², the simple reading gives an oxygen concentration of 3.6×10¹⁷ cm⁻³ and the corrected one 3.1×10¹⁷ cm⁻³. This comparison assumes that the factor refers to the true absorption coefficient. A factor established from simple readings would already contain some of the bias, and correcting again would count it twice.

### Other errors of the same measurement

Unequal thickness matters because the host absorbs. If the reference is 1 percent thicker, A changes by approximately −F × 0.01x₀, which is −0.0094 of x. The calculated change is −0.94 percent of the true oxygen absorbance. Using R = 0.29 instead of 0.30 in the correction raises the corrected value by 1.6 percent. The correction also needs absolute transmittances. If both are recorded 1 percent too low, the simple reading is unchanged but the corrected value rises by about 0.3 percent. At the edge of a beam with a half-angle of 10 degrees in air, refraction leaves the internal path only 0.13 percent longer than d.

The treatment of the interferogram can matter more. If its components are weighted by 1 − s/L, the centre of a Lorentzian of unit height becomes

∫₀^L πΓ exp(−πΓs)(1 − s/L) ds = 1 − [1 − exp(−πΓL)]/(πΓL).

For the present numbers πΓL = 25, so the loss is about 4.0 percent. The full calculation finds a 4.0 percent reduction of the simple reading. This loss of peak height is separate from the multiple-pass bias, and Lemma 3 does not repair it.

An impurity-free reference is also an idealization. Residual oxygen of 1.0×10¹⁶ cm⁻³ subtracts 3.2 percent of the sample's true concentration. Free holes act in the opposite direction if the sample is doped and the reference is not. A Drude estimate with 1.3×10¹⁵ holes per cm³, mobility 450 cm²/Vs and effective mass 0.37 electron masses gives a resistivity of 10.7 Ω cm and an absorption of 0.026 cm⁻¹. That is 2.6 percent of the oxygen peak. The estimate lies outside the regime where the Drude model is reliable. The photon energy, 137 meV, is about five times kT at room temperature, so a relaxation time taken from the dc mobility does not govern the absorption. Transitions between valence bands are also omitted. The figure is the Drude part alone; empirical laws for p-type silicon, fitted mostly at heavier doping, suggest a total up to roughly ten times larger. It applies to the readings used here, which are taken at the line centre without a baseline. Where the free-hole absorption varies slowly across the line, measuring the peak above a baseline drawn through the wings removes most of this error. The baseline also removes part of the line itself. For the Lorentzian used here, points 100 cm⁻¹ either side of the centre still carry 1/[1 + (200/32)²] = 2.5 percent of the peak, so the calibration factor must refer to the same baseline.

### The model beside a real wafer

The thickness and reflectance chosen here are typical of polished silicon wafers. The oxygen concentration is on the low side for crystals pulled from a silica crucible, which commonly contain several times 10¹⁷ cm⁻³ and can approach 10¹⁸ cm⁻³. Their stronger lines have a smaller relative bias by part (c). The model also assumes that both faces are specular, which need not hold for a real wafer. If an etched or ground back face returns no light to the measured beam, the round-trip term is absent and the simple reading has no multiple-pass excess: the 16.2 percent of this example becomes zero. Real rough faces may return part of the light at oblique angles, and the present model does not determine their mean path. The correction with equal R should therefore be used for two polished faces, unresolved fringes and matched surface conditions. The calculated values are collected in the numerical output.

Computed values

```
Reflectance of one face R = 0.30
Refractive index giving this R = 3.422
Weak-line factor F, transparent host = 1.1978
  F, transparent host, R = 0.10: 1.0202
  F, transparent host, R = 0.20: 1.0833
  F, transparent host, R = 0.36: 1.2978
Share of transmitted light after 1, 3, 5 passes (no absorption) = 0.9100, 0.0819, 0.0074
Simple reading / true absorbance, transparent host:
  x = 0.001: 1.1976
  x = 0.010: 1.1956
  x = 0.070: 1.1834
  x = 0.300: 1.1455
  x = 1.000: 1.0821
  x = 3.000: 1.0314
Saturated excess A - x, transparent host = 0.0943
Thickness = 0.070 cm
Line center, width = 1107, 32 cm^-1
Input oxygen peak absorption = 1.000 cm^-1
Input host absorption = 0.800 cm^-1
True oxygen absorbance x = 0.0700
Host absorbance x0 = 0.0560
q with host absorption = 0.08046
Weak-line factor with host absorption = 1.1750
Fringe spacing = 2.087 cm^-1
Resolution = 4.0 cm^-1
Maximum path difference L = 0.250 cm
Fringe path difference 2nd = 0.479 cm
Coherent T of reference, min and max = 0.281, 0.902
Recorded T, reference = 0.503856
Recorded T, sample at peak = 0.464483
Simple reading A = 0.08137
Simple reading A/d = 1.1624 cm^-1
Simple reading / true absorbance = 1.1624
Root y, reference = 0.945539
Root y, sample = 0.881615
Corrected oxygen absorption = 1.0000 cm^-1
Log-averaged resolved fringes give = 0.9999 cm^-1
Rough calibration = 3.1e+17 cm^-2
Concentration, simple = 3.60e+17 cm^-3
Concentration, corrected = 3.10e+17 cm^-3
Neglected effects, change relative to the value named:
  triangular apodization, simple reading: -4.03 %
  reference 1 % thicker, true absorbance: -0.94 %
  R taken as 0.29, corrected value: 1.56 %
  beam edge at 10 degrees, single-pass path: 0.13 %
  hole density, mobility = 1.3e+15 cm^-3, 450 cm2/Vs
  hole mass = 0.37 m_e, resistivity = 10.7 ohm cm
  free-hole absorption (Drude) = 0.0264 cm^-1
  free holes, true oxygen absorption: 2.64 %
  residual oxygen in reference = 1.0e+16 cm^-3
  residual oxygen, true concentration: -3.23 %
```
